\section*{Why Soft-Mode Frequencies Depend So Strongly on the Lattice Constant}

\section{Two power laws}

Let the restoring stiffness of a lattice vibration be the difference of two positive terms, $S=K-D$, and let both vary with the lattice constant $a$ as powers:
\begin{equation}
K=K_0\left(\frac{a}{a_0}\right)^{-m},\qquad
D=D_0\left(\frac{a}{a_0}\right)^{-n}.
\end{equation}
If $m=n$, the power factors out and $S=(K_0-D_0)(a/a_0)^{-n}$. However closely $K_0$ and $D_0$ cancel, a small relative change of $a$ changes $S$ by only $-n$ times that amount. If $m\neq n$, the two terms lose different fractions of themselves when the crystal expands. The mismatch is a small fraction of $K$, but it may be a large fraction of the remainder $S$.

In a ferroelectric soft mode, $K$ is the short-range stiffness and $D$ the destabilizing effect of the dipoles that the vibration creates. Cochran's picture is that the two nearly cancel. The power laws show that this explains only half of the sensitivity to $a$. The other half is that repulsion and dipolar forces scale differently with distance.

For general functions, define the local exponents and the remaining fraction
\begin{equation}
n_K=-\frac{d\ln K}{d\ln a},\qquad n_D=-\frac{d\ln D}{d\ln a},\qquad
s=\frac{K-D}{K}.
\end{equation}
Then $dS/d\ln a=-n_KK+n_DD$. Dividing by $S=sK$ and using $D=(1-s)K$ gives
\begin{equation}
\frac{d\ln\omega^2}{d\ln a}=-\frac{n_K-n_D(1-s)}{s}
=-\left[n_D+\frac{n_K-n_D}{s}\right],
\label{eq:slope}
\end{equation}
because $\omega^2=S/\mu$ and the reduced mass $\mu$ does not depend on $a$. The logarithm requires $S>0$. Since $V\propto a^3$ and $\ln\omega=\tfrac12\ln\omega^2$, the mode Gr\"uneisen parameter is
\begin{equation}
\gamma=-\frac{d\ln\omega}{d\ln V}=\frac16\left[n_D+\frac{n_K-n_D}{s}\right].
\end{equation}
The division into $K$ and $D$ is a matter of definition. Moving a contribution from one to the other changes $s$ and the exponents, but not the slope of $\omega^2$. A model in which both terms can be calculated gives a definite example.

\section{A crystal with a soluble dynamical matrix}

Take the rocksalt structure with ionic charges $\pm Z$, nearest-neighbour distance $r=a/2$ and primitive-cell volume $V=2r^3$. Hartree atomic units are used. Nearest neighbours repel through $\phi(r)=Ae^{-r/\rho}$, and the anion has a fixed electronic polarizability $\alpha$. The lattice is static and harmonic, so thermal and zero-point motion are left out.

In the zone-centre optical mode the cation sublattice moves by $u$ relative to the anion sublattice. For the transverse mode the macroscopic electric field is zero.

\subsection{The short-range stiffness}

Each cation has six bonds. For a displacement $u$ along one cubic axis, the two bonds on that axis have lengths $r\pm u$. Their linear terms cancel and their energy changes by $\phi''u^2$. The other four have length $\sqrt{r^2+u^2}\simeq r+u^2/(2r)$ and contribute $2\phi'u^2/r$. Equating the sum to $\tfrac12Ku^2$ gives
\begin{equation}
K=2\phi''+\frac{4\phi'}{r}
=\frac{2\phi}{\rho^2}\,\frac{y-2}{y},\qquad y=\frac r\rho ,
\label{eq:K}
\end{equation}
where $\phi'=-\phi/\rho$ and $\phi''=\phi/\rho^2$. As $\ln K=\text{const}-y+\ln(y-2)-\ln y$ and $d\ln a=dy/y$,
\begin{equation}
n_K=y-\frac{y}{y-2}+1=y-\frac{2}{y-2}.
\end{equation}
A repulsion of short range, $\rho\ll r$, therefore has a large exponent.

\subsection{The dipolar term}

Consider a lattice of equal charges $q$, one per cell. At zero macroscopic field its average charge density is removed, which amounts to a uniform background $-q/V$. Away from the charges, Poisson's equation gives $\nabla^2\Phi=4\pi q/V$. At a site of cubic symmetry the three second derivatives are equal, so each is $4\pi q/(3V)$. The same holds at one of the lattice's own sites once the charge sitting there is left out.

If this lattice is displaced by $\delta$, the site lies at $-\delta$ relative to it, and the field there is $+4\pi q\delta/(3V)$. A displaced lattice of charges thus produces at a cubic site the field $4\pi/(3V)$ times its dipole moment per cell. A lattice of induced dipoles $p$ is a pair of opposite charge lattices slightly shifted, and obeys the same rule. Hence
\begin{equation}
E_{\rm loc}=\beta\,(Zu+p),\qquad \beta=\frac{4\pi}{3V}.
\end{equation}

The harmonic energy per cell that yields this field is
\begin{equation}
E(u,p)=\tfrac12Ku^2+\frac{p^2}{2\alpha}-\tfrac12\beta(Zu+p)^2 .
\end{equation}
Setting $\partial E/\partial p=0$ reproduces $p=\alpha E_{\rm loc}$, and $-\partial E/\partial u=-Ku+ZE_{\rm loc}$ is the force on the cation.

Density functional perturbation theory has the same structure: nuclei are displaced, the electrons respond so that the energy stays stationary, and the response lowers the force constants. Here $p$ stands for all the electronic variables. With $x=\alpha\beta$, the second derivatives are
\begin{equation}
E_{uu}=K-\beta Z^2,\qquad E_{up}=-\beta Z,\qquad
E_{pp}=\frac1\alpha-\beta=\frac{1-x}{\alpha}.
\end{equation}
Eliminating $p$ gives the stiffness
\begin{align}
S&=E_{uu}-\frac{E_{up}^2}{E_{pp}}
=K-\beta Z^2-\frac{\alpha\beta^2Z^2}{1-x}\nonumber\\
&=K-\beta Z^2\left(1+\frac{x}{1-x}\right)=K-D,\\
D&=\frac{4\pi Z^2}{3V(1-x)} .
\label{eq:D}
\end{align}
The electrons must themselves be stable, $E_{pp}>0$, which requires $x<1$.

The energy depends only on the relative displacement, so the force-constant matrix for cation and anion and the resulting dynamical matrix are
\begin{equation}
C=S\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad
\mathcal D=\begin{pmatrix}S/M_+&-S/\sqrt{M_+M_-}\\-S/\sqrt{M_+M_-}&S/M_-\end{pmatrix}.
\end{equation}
The determinant of $\mathcal D$ vanishes and its trace is $S/\mu$, with $1/\mu=1/M_++1/M_-$. Its eigenvalues are therefore zero, for uniform translation, and $\omega^2=S/\mu$.

Two standard response quantities measure the electronic enhancement. From $p=xZu/(1-x)$, the Born effective charge is $Z^*=d(Zu+p)/du=Z/(1-x)$. With the ions clamped in a macroscopic field $F$, $p=\alpha(F+\beta p)$, so $p=\alpha F/(1-x)$. Then $\varepsilon_\infty=1+4\pi p/(VF)=1+3x/(1-x)$, or $(\varepsilon_\infty+2)/3=1/(1-x)$.

For the exponent, note that $V(1-x)=V-4\pi\alpha/3$. Since $dV/d\ln a=3V$,
\begin{equation}
n_D=\frac{3V}{V-4\pi\alpha/3}=\frac{3}{1-x}.
\end{equation}
Rigid ions give the bare dipolar exponent 3. Ions of fixed polarizability give more, because expansion also weakens the mutual enhancement of the induced dipoles. In real crystals the polarizability of an anion such as O$^{2-}$ grows as the lattice expands. If $\alpha\propto a^k$, the same differentiation gives $n_D=(3-kx)/(1-x)$, which exceeds 3 only for $k<3$.

\section{One percent in volume}

Choose $Z=2$, $A=116$ hartree, $\rho=0.6$ bohr, $\alpha=24$ bohr$^3$, and masses of 50 and 16 atomic mass units, so that $\mu=22\,096$ electron masses. These are model parameters and represent no particular material. They serve to illustrate the zone-centre mode, not a stable crystal: even at the equilibrium volume found below, displacements that alternate between neighbouring planes lower the energy, and the zone-boundary point X has an imaginary frequency of about $180\ \mathrm{cm^{-1}}$. Here all cells are made to move alike, and ``equilibrium'' means zero pressure in the undisplaced cubic structure.

In the undisplaced crystal the field vanishes at every ion, so there are no induced dipoles. The static energy per cell is $6\phi(r)-MZ^2/r$, with Madelung constant $M=1.7476$, and the equilibrium condition is
\begin{equation}
6\phi'(r)+\frac{MZ^2}{r^2}=0 .
\label{eq:eq}
\end{equation}
Its numerical root is $r=4.998$ bohr, so $a=9.996$ bohr and $V=249.7$ bohr$^3$. There $y=8.330$ and $x=0.4027$, which give $Z^*=3.35$ and $\varepsilon_\infty=3.02$. Equations (\ref{eq:K}) and (\ref{eq:D}) yield, in hartree/bohr$^2$,
\begin{equation}
K=0.118146,\qquad D=0.112347,\qquad S=0.005799 .
\end{equation}
Only $s=0.0491$ of the short-range stiffness survives, and $1/s=20.4$. The frequency is $\omega=\sqrt{S/\mu}=5.12\times10^{-4}$ hartree, or $112\ \mathrm{cm^{-1}}$.

The exponents are $n_K=8.330-2/6.330=8.014$ and $n_D=3/0.59734=5.022$. Equation (\ref{eq:slope}) becomes
\begin{equation}
\frac{d\ln\omega^2}{d\ln a}=-\left[5.02+2.99\times20.4\right]\simeq-66,
\qquad \gamma\simeq11 .
\end{equation}

Now increase the volume by one percent with the energy law unchanged. The lattice constant grows by 0.332 percent, about a third of the volume change. $K$ falls by 2.63 percent to 0.115041, and $D$ by 1.65 percent to 0.110497. Neither change is dramatic, but
\begin{equation}
\Delta S=-0.003105+0.001850=-0.001255\ \text{hartree/bohr}^2,
\end{equation}
which is 21.6 percent of the original $S$. The frequency drops by 11.5 percent, to $99.5\ \mathrm{cm^{-1}}$. The loss of short-range stiffness alone would have removed more than half of $S$; the simultaneous weakening of the dipolar term returns part of it. One percent less volume raises the frequency to $124\ \mathrm{cm^{-1}}$.

An error of one percent in the lattice constant is about three times as large in volume. At $a$ one percent too large, $S=0.002120$ hartree/bohr$^2$ and the frequency is $68\ \mathrm{cm^{-1}}$. At two percent, $S=-0.001270$ hartree/bohr$^2$: the frequency is imaginary, of magnitude $53\ \mathrm{cm^{-1}}$, and the cubic structure is now unstable against the zone-centre displacement too.

The change of sign lies at $a_c=10.157$ bohr, found as the root of $K=D$, 1.62 percent above equilibrium. Extending the initial slope would put it at $1/66$, or 1.52 percent. The actual distance is larger because $S$ falls less steeply as the crystal expands: it loses 0.003679 hartree/bohr$^2$ in the first percent and 0.003390 in the second.

Nothing singular happens to $S$ at $a_c$. It passes linearly through zero, so just below $a_c$
\begin{equation}
\omega\simeq\sqrt{\frac{1}{\mu}\left|\frac{dS}{da}\right|_{a_c}(a_c-a)} .
\end{equation}
The square root has infinite slope at $a_c$, and a relative error in $\omega$ loses its meaning there. Near an instability $\omega^2$, with its sign, is the better quantity to compare.

\section{Separating the two causes}

The degree of cancellation can be varied without touching $K$ or the equilibrium volume, because $\alpha$ enters neither. The last column gives the change of $\omega^2$ for one percent more volume.
\begin{center}
\begin{tabular}{ccccc}
$\alpha$ (bohr$^3$) & $s$ & $n_D$ & $d\ln\omega^2/d\ln a$ & change (\%)\\
0 & 0.432 & 3.00 & $-14.6$ & $-4.8$\\
12 & 0.289 & 3.76 & $-18.5$ & $-6.1$\\
20 & 0.145 & 4.52 & $-28.6$ & $-9.4$\\
24 & 0.049 & 5.02 & $-66.0$ & $-21.6$
\end{tabular}
\end{center}
As $\alpha$ grows, $n_D$ moves towards $n_K$, which by itself would reduce the sensitivity. The difference $n_K-n_D$ shrinks from 5.01 to 2.99, but $s$ shrinks almost ninefold and prevails.

The opposite experiment keeps the cancellation and removes the difference of exponents. Replace the exponential repulsion by $\phi=B/r^{p}$. Then $\phi''=p(p+1)B/r^{p+2}$ and $\phi'/r=-pB/r^{p+2}$, so
\begin{equation}
K=\frac{2p(p+1)B-4pB}{r^{p+2}}=\frac{2p(p-1)B}{r^{p+2}},\qquad n_K=p+2 .
\end{equation}
Take $p=n_D-2=3.022$ and choose $B$ to give the same $K$ at the same $a$. With $B$ and $p$ so fixed, the equilibrium condition is not met, and the crystal is under pressure. It would also shear spontaneously, so its cubic shape is imposed as a constraint: this is a mathematical control, not a crystal that could be prepared. The forces on the ions still vanish by symmetry, so the stiffness of the zone-centre mode is well defined.

This crystal has the same $s$ and the same frequency as before, yet its slope is $-5.02$ instead of $-66$. One percent more volume lowers $\omega^2$ by 1.8 percent. The first-order estimate is $5.02\times0.332=1.7$ percent. The small excess arises because $n_D$ decreases on expansion while $p+2$ does not, so that $D$ falls slightly less than $K$.

\section{When the energy law is wrong as well}

So far the forces were right and the lattice constant was wrong. This is the situation when one density functional is used at several lattice constants. An approximate functional that predicts a wrong equilibrium volume has a wrong pressure at the right volume. Its force constants there will in general be wrong as well, and the small remainder $S$ amplifies that error too.

Suppose the functional errs only in the prefactor $A$, by the amount that makes the equilibrium volume one percent too large. Equation (\ref{eq:eq}) then requires $A=118.47$ hartree, an increase of 2.13 percent. Relative to the correct model at its own equilibrium, the errors in $\omega^2$ are as follows.
\begin{itemize}
\item Wrong $A$ at the right $a$: $+43$ percent, which is $2.13\times20.4$.
\item Right $A$ at the wrong $a$: $-22$ percent.
\item Wrong $A$ at its own relaxed $a$: $+21$ percent.
\end{itemize}
The relaxed calculation gives a mode that is too hard, $123\ \mathrm{cm^{-1}}$, although its volume is too large.

The reversed sign can be derived. At equilibrium, (\ref{eq:eq}) gives $\phi/\rho=MZ^2/(6r^2)$. Inserting this in (\ref{eq:K}) yields
\begin{equation}
K_{\rm eq}=\frac{2}{\rho}\,\frac{MZ^2}{6r^2}\,\frac{y-2}{y}
=\frac{MZ^2(y-2)}{3r^3}.
\end{equation}
Along the family of relaxed crystals with different $A$, the short-range exponent is therefore $3-y/(y-2)=1.68$ instead of 8.01. By the first form of (\ref{eq:slope}), $K-D$ grows with the equilibrium volume if this exponent lies below $n_D(1-s)=4.78$, as it does here.

In this example, imposing the correct lattice constant on the faulty functional makes the frequency worse, because it removes an error that had partly compensated another. An error in $\rho$ that makes the equilibrium volume one percent too large acts in the same direction: $\omega^2$ is 35 percent too high at the right $a$ and 13 percent too high at the relaxed one. An error in $\alpha$ is different, because it changes $\omega^2$ without changing the equilibrium lattice constant, so there is no geometric error to compensate it. The outcome therefore depends on which part of the energy law is wrong. The geometric part can be isolated by repeating the response calculation with one functional at several lattice constants. The direct part requires comparing functionals at a common lattice constant.

The numerical factors also belong to the model. The coefficient $4\pi/3$ rests on cubic symmetry at every ion, which the oxygen sites of a perovskite lack, so $D$ must be calculated anew there. The pattern of displacements, and with it the reduced mass, can also change with $a$. Since $\omega^2$ is stationary with respect to the pattern, equation (\ref{eq:slope}) still gives its slope if the pattern is held fixed while $K$ and $D$ are differentiated. The conclusion is then the same: a soft mode is sensitive to the lattice constant when the remainder is small and the two terms that leave it scale differently.
